\section*{Lattice-Mediated Magnetoelectric Response of a Model with Two Polar Modes}

\section{Problem}

A static magnetic field can polarize an insulating magnet, and a static electric field can magnetize it. The linear magnetoelectric tensor measures both effects:
\begin{equation}
\alpha_{ij}=\left.\frac{\partial P_i}{\partial H_j}\right|_{E}
=\mu_0\left.\frac{\partial M_j}{\partial E_i}\right|_{H}.
\label{eq:def}
\end{equation}
Here $P$ and $M$ are the polarization and magnetization, and $E$ and $H$ are the macroscopic fields inside the crystal. SI units are used, so $\alpha$ is in s/m. The temperature is zero and the cell shape is fixed.

(a) Part of the response arises because the fields displace the ions. Express this part through the Born charges, the force constants and the magnetic charges, defined as the changes of cell dipole and cell magnetic moment per unit displacement.

(b) Evaluate the tensor for the following model. Three sublattices A, M and X move along $z$ with displacements $u=(u_A,u_M,u_X)$. Three coordinates give one rigid translation and two polar modes. Sublattice M carries two classical spins, unit vectors $\mathbf S_1$ and $\mathbf S_2$ with moment $m$ each, which point along $+z$ and $-z$ at zero field. Their bond lies along $x$, and inversion of the undistorted lattice exchanges them. The energy per cell is
\begin{align}
W={}&\tfrac12 k_{AX}(u_A-u_X)^2+\tfrac12 k_{MX}(u_M-u_X)^2
+\tfrac12 k_{AM}(u_A-u_M)^2\nonumber\\
&+\tfrac14\lambda(u_M-u_X)^4-E_z\,q\cdot u
+J\,\mathbf S_1\cdot\mathbf S_2+D\,(\mathbf S_1\times\mathbf S_2)_y\nonumber\\
&-\kappa(S_{1z}^2+S_{2z}^2)
-m\mu_0\mathbf H\cdot(\mathbf S_1+\mathbf S_2),
\qquad D=d\cdot u+cE_z .
\label{eq:model}
\end{align}
The term in $D$ is a Dzyaloshinskii--Moriya coupling. It vanishes in the undistorted crystal at zero field, because inversion exchanges the two spins and so reverses $\mathbf S_1\times\mathbf S_2$. A polar displacement or an electric field switches it on.

The parameters are round numbers and describe no particular material. With components in the order A, M, X:
\begin{itemize}
\item $\Omega=120$ \AA$^3$ (cell volume); $k_{AX}=4$, $k_{MX}=12$, $k_{AM}=1$ eV/\AA$^2$; $\lambda=50$ eV/\AA$^4$;
\item $q=(2,4,-6)\,e$; $d=(2,-6,4)$ meV/\AA; $c=-10^{-4}\,e$\,\AA;
\item $J=19$ meV; $\kappa=1$ meV; $m=3\,\mu_B$; masses $140$, $110$, $100$ u.
\end{itemize}

\section{First estimate by scaling}

An electric field exerts a force $Z^eE$ on an ion of charge $Z^e$. A spring $k$ lets it move by $u\sim Z^eE/k$. If each unit of displacement creates a magnetic moment $Z^m$, the magnetization is $Z^mu/\Omega$, and therefore
\begin{equation}
|\alpha|\sim\frac{\mu_0}{\Omega}\frac{|Z^eZ^m|}{k}.
\label{eq:scaling}
\end{equation}

The magnetic charge follows from a competition between two couplings. The coupling $D$ favours perpendicular spins, while $J$ favours antiparallel ones, so the angle between them departs from $180^\circ$ by about $D/J$. Each spin turns by half of this, and the two transverse moments add to about $mD/J$. Hence $|Z^m|\sim m|d|/J$.

Take the motion of M against X, which has the stiffest spring and the largest $|d|$. With $J\approx20$ meV, $|Z^m|\sim3\times6/20=0.9\,\mu_B$/\AA. The charge is $4e$ and the spring is $12$ eV/\AA$^2$, so
\begin{equation}
\frac{|Z^eZ^m|}{k}\sim\frac{4\times0.9}{12}
=0.30\ \frac{e\,\mu_B\,\text{\AA}}{\text{eV}}.
\end{equation}
Since $1$ eV$/e$ is one volt, this unit equals $\mu_B\,$\AA/V. Multiplication by $\mu_0/\Omega$ converts one such unit to $9.71$ ps/m for this cell. The estimate is $|\alpha|\sim2.9$ ps/m. It contains one relative motion and leaves out sublattice A.

\section{Exact solution}

\subsection{Energy and charges}

Let $u_a$ denote all sublattice displacements from zero-field equilibrium, where $a$ combines sublattice and direction. For given $u$, $E$ and $H$, let the electrons and spins relax to the state that develops continuously from the zero-field state. The resulting energy per cell $F(u,E,H)$, without the field energy of the vacuum, obeys
\begin{equation}
dF=-f_a\,du_a-\Omega P_i\,dE_i-\mu_0\Omega M_j\,dH_j ,
\label{eq:differential}
\end{equation}
where $f_a$ is the force and repeated indices are summed. The relaxed electronic and spin variables contribute no further terms, because $F$ is stationary with respect to them.

Assume that $F$ is analytic near zero field. There is no term linear in $u$ alone, because the forces vanish at equilibrium. To second order,
\begin{align}
F={}&F_0-\Omega P_i^0E_i-\mu_0\Omega M_j^0H_j
+\tfrac12u_aK_{ab}u_b-u_aZ^e_{ai}E_i-\mu_0u_aZ^m_{aj}H_j\nonumber\\
&-\Omega\,\alpha^{\rm el}_{ij}E_iH_j
+(\text{terms in }E_iE_j\text{ and }H_iH_j).
\label{eq:expansion}
\end{align}
Differentiation according to \eqref{eq:differential} identifies the coefficients:
\begin{equation}
Z^e_{ai}=\Omega\frac{\partial P_i}{\partial u_a}=\frac{\partial f_a}{\partial E_i},
\qquad
Z^m_{aj}=\Omega\frac{\partial M_j}{\partial u_a}
=\frac{1}{\mu_0}\frac{\partial f_a}{\partial H_j}.
\label{eq:charges}
\end{equation}
The two forms of each charge agree because mixed second derivatives of $F$ are equal. The matrix $K$ contains the force constants for displacements that repeat in every cell, at zero macroscopic $E$ and $H$. Electrons and spins follow the ions in $K$, $Z^e$ and $Z^m$. The tensor $\alpha^{\rm el}$ is the response with the ions clamped.

\subsection{Elimination of the displacements}

The force vanishes in the new equilibrium. From \eqref{eq:expansion},
\begin{equation}
K_{ab}u_b=Z^e_{ai}E_i+\mu_0Z^m_{aj}H_j .
\label{eq:balance}
\end{equation}
Third-order terms of $F$ would add forces quadratic in small quantities. Since $u$ is itself linear in the fields, they do not affect the linear response.

The matrix $K$ has no ordinary inverse, because a rigid translation costs no energy. A translation of a neutral crystal in uniform fields also leaves $P$ and $M$ unchanged. For each direction of translation, the corresponding sums over sublattices therefore vanish:
\begin{equation}
\sum_bK_{ab}=0,\qquad \sum_aZ^e_{ai}=0,\qquad \sum_aZ^m_{aj}=0 .
\label{eq:sumrules}
\end{equation}
The right side of \eqref{eq:balance} thus has no component along a translation. Provided that $K$ is positive for all other displacements, the equation determines $u$ up to a rigid shift, which changes neither $P$ nor $M$. In this sense $K^{-1}$ is well defined. One may equally fix one sublattice and invert the remaining block: the omitted force equation is minus the sum of the others.

At $E=0$ the solution is $u=\mu_0K^{-1}Z^mH$. The polarization from \eqref{eq:differential} and \eqref{eq:expansion} is
\begin{equation}
P_i=P_i^0+\frac1\Omega Z^e_{ai}u_a+\alpha^{\rm el}_{ij}H_j .
\end{equation}
Substitution of $u$ gives the answer to part (a):
\begin{equation}
\boxed{\;\alpha_{ij}=\alpha^{\rm el}_{ij}+\alpha^{\rm latt}_{ij},\qquad
\alpha^{\rm latt}_{ij}=\frac{\mu_0}{\Omega}\,
Z^e_{ai}\,(K^{-1})_{ab}\,Z^m_{bj}.\;}
\label{eq:result}
\end{equation}

For the converse effect set $H=0$, so that $u=K^{-1}Z^eE$. Then
\begin{equation}
\mu_0M_j=\mu_0M_j^0+\frac{\mu_0}{\Omega}Z^m_{bj}(K^{-1})_{ba}Z^e_{ai}E_i
+\alpha^{\rm el}_{ij}E_i .
\end{equation}
Because $K^{-1}$ is symmetric, this is the same $\alpha_{ij}$, as \eqref{eq:def} requires. The first index of $\alpha$ belongs to the electric quantity and the second to the magnetic one; the tensor need not be symmetric.

Inversion reverses $P$ but not $H$, and time reversal reverses $H$ but not $P$. If the zero-field state is invariant under either operation, $\alpha=0$. Their product reverses both, so it may remain a symmetry. This is the case in the model: inversion exchanges the up and down spins, and time reversal restores them.

The formula fails if an optical eigenvalue of $K$ reaches zero. The linear displacement then diverges when the fields drive that mode, and higher terms of $F$ are needed.

\subsection{Spin relaxation in the model}

Let $\mathbf H$ point along $x$ and let the spins cant in the $xz$ plane:
\begin{equation}
\mathbf S_1=(\sin\theta_1,0,\cos\theta_1),\qquad
\mathbf S_2=(\sin\theta_2,0,-\cos\theta_2).
\end{equation}
Then
\begin{align}
\mathbf S_1\cdot\mathbf S_2&=\sin\theta_1\sin\theta_2-\cos\theta_1\cos\theta_2
=-\cos(\theta_1+\theta_2),\\
(\mathbf S_1\times\mathbf S_2)_y&=S_{1z}S_{2x}-S_{1x}S_{2z}
=\cos\theta_1\sin\theta_2+\sin\theta_1\cos\theta_2=\sin(\theta_1+\theta_2).
\end{align}
To second order in the angles and in $D$ and $H$, the spin energy is a constant plus
\begin{equation}
\tfrac12J(\theta_1+\theta_2)^2+\kappa(\theta_1^2+\theta_2^2)
+(D-m\mu_0H)(\theta_1+\theta_2).
\end{equation}
Since $\theta_1^2+\theta_2^2=\tfrac12(\theta_1+\theta_2)^2+\tfrac12(\theta_1-\theta_2)^2$, the difference of the angles has no linear term and vanishes at the minimum. Tilts toward $y$ have no linear term either. With $\theta_1=\theta_2=\theta$ and $J_s=J+\kappa=20$ meV,
\begin{equation}
W_s=2J_s\theta^2+2(D-m\mu_0H)\theta,\qquad
\theta=\frac{m\mu_0H-D}{2J_s},\qquad
W_s^{\min}=-\frac{(m\mu_0H-D)^2}{2J_s}.
\end{equation}

Insert $D=d\cdot u+cE$ and expand the square:
\begin{align}
W_s^{\min}={}&-\frac{(d\cdot u)^2}{2J_s}-\frac{c}{J_s}E\,d\cdot u
+\frac{m}{J_s}\mu_0H\,d\cdot u+\frac{mc}{J_s}\mu_0HE\nonumber\\
&-\frac{m^2\mu_0^2H^2+c^2E^2}{2J_s}.
\end{align}
Let $K_0$ be the matrix of the three bare springs. Comparison with \eqref{eq:expansion}, including the term $-E\,q\cdot u$, gives
\begin{equation}
K=K_0-\frac{dd^{T}}{J_s},\quad
Z^e=q+\frac{c\,d}{J_s},\quad
Z^m=-\frac{m\,d}{J_s},\quad
\alpha^{\rm el}_{zx}=-\frac{\mu_0mc}{\Omega J_s}.
\label{eq:coefficients}
\end{equation}
The quartic spring does not enter, because it has no second derivative at $u=0$. The minus sign in $Z^m$ arises because positive $D$ cants the spins toward $-x$. This sign belongs to the domain with $\mathbf S_1$ along $+z$. In the time-reversed domain, which has the same energy, $(\mathbf S_1\times\mathbf S_2)_y=-\sin(\theta_1+\theta_2)$, so $Z^m$, $\alpha^{\rm el}$ and the total $\alpha$ all change sign. If the spins were frozen, $Z^m$ would vanish and there would be no lattice-mediated response in this model. Their relaxation is already contained in \eqref{eq:coefficients} and must not be added again.

The other tensor components vanish here. A field along $z$ exerts no torque on spins along $z$. A field along $y$ tilts them toward $y$, but $(\mathbf S_1\times\mathbf S_2)_y$ contains no $y$ components, so no linear force on the ions results. The model has no polarization along $x$ or $y$. Thus $\alpha_{zx}$ is its one nonzero component.

\subsection{Numbers}

Equation \eqref{eq:coefficients} gives
\begin{equation}
Z^m=-\frac{3}{20}(2,-6,4)=(-0.3,\,0.9,\,-0.6)\ \mu_B/\text{\AA}.
\end{equation}
The changes of $Z^e$ are a few $10^{-5}e$ at most, so $Z^e\simeq(2,4,-6)e$. Spin relaxation softens $K_{MM}$ from $13$ to $12.9982$ eV/\AA$^2$. With $u_X=0$, the remaining block and its inverse are
\begin{align}
K&=\begin{pmatrix}4.9998&-0.9994\\-0.9994&12.9982\end{pmatrix}
\frac{\text{eV}}{\text{\AA}^2},\qquad
\det K=63.99\ \frac{\text{eV}^2}{\text{\AA}^4},\\
K^{-1}&=\frac{1}{\det K}\begin{pmatrix}12.9982&0.9994\\0.9994&4.9998\end{pmatrix}
=\begin{pmatrix}0.20313&0.01562\\0.01562&0.07813\end{pmatrix}
\frac{\text{\AA}^2}{\text{eV}}.
\end{align}
The magnetic charges of A and M produce
\begin{equation}
K^{-1}Z^m=
\begin{pmatrix}0.20313(-0.3)+0.01562(0.9)\\
0.01562(-0.3)+0.07813(0.9)\end{pmatrix}
=\begin{pmatrix}-0.0469\\0.0656\end{pmatrix}\frac{\mu_B\,\text{\AA}}{\text{eV}} .
\end{equation}
At $\mu_0H=1$ T, A and M move by $-2.7\times10^{-6}$ and $3.8\times10^{-6}$ \AA\ relative to X. Contraction with the electric charges gives
\begin{equation}
Z^eK^{-1}Z^m=2(-0.0469)+4(0.0656)\simeq0.1688\
\frac{e\,\mu_B\,\text{\AA}}{\text{eV}},
\end{equation}
where the last digit comes from the unrounded values. Therefore
\begin{equation}
\alpha^{\rm latt}_{zx}=0.1688\times9.712\ \text{ps/m}=1.64\ \text{ps/m}.
\end{equation}
Multiplied by the speed of light, this is $4.91\times10^{-4}$, a dimensionless number.

For clamped ions, $-mc/J_s=3\times10^{-4}/0.020=0.015$ in the same unit, or $0.146$ ps/m. The total is $\alpha_{zx}=1.78$ ps/m, or $5.35\times10^{-4}$ after multiplication by the speed of light. At $\mu_0H=1$ T the polarization is $P_z=\alpha_{zx}H=1.42\ \mu$C/m$^2$. The numerical check minimizes the full energy \eqref{eq:model} with unrestricted spin directions; finite differences of $P$ with respect to $H$ and of $M$ with respect to $E$ both reproduce the total.

\subsection{The two polar modes}

Let $\mathcal M$ be the diagonal mass matrix and define $w=\mathcal M^{1/2}u$. Multiplying \eqref{eq:balance} by $\mathcal M^{-1/2}$ gives
\begin{equation}
\mathcal M^{-1/2}K\mathcal M^{-1/2}\,w
=\mathcal M^{-1/2}(Z^eE+\mu_0Z^mH).
\end{equation}
The matrix on the left has orthonormal eigenvectors $e_n$ and eigenvalues $\omega_n^2$. Write $w=\sum_nQ_ne_n$ and project on $e_n$:
\begin{equation}
\omega_n^2Q_n=p_nE+\mu_0r_nH,\qquad
p_n=\sum_a\frac{e_{n,a}Z^e_a}{\sqrt{\mathcal M_a}},\qquad
r_n=\sum_a\frac{e_{n,a}Z^m_a}{\sqrt{\mathcal M_a}} .
\end{equation}
The translation has $e_a\propto\sqrt{\mathcal M_a}$, so its charges vanish by \eqref{eq:sumrules}. The lattice polarization is $\sum_np_nQ_n/\Omega$, and hence
\begin{equation}
\alpha^{\rm latt}_{zx}=\frac{\mu_0}{\Omega}\sum_{n=1}^{2}\frac{p_nr_n}{\omega_n^2}.
\label{eq:modes}
\end{equation}
Reversing the sign of an eigenvector reverses both charges and leaves its term unchanged. Equation \eqref{eq:modes} splits the static response, and $r_n$ is a static charge with the spins fully relaxed. It is not the moment carried by the vibrating mode unless the spins are faster than the ions. For spins of length $S=3/2$ (moment $3\mu_B$ with $g=2$), the spin resonance of this model lies at $\hbar\omega_0=2\sqrt{\kappa(J+\kappa)}/S$, or $1.44$ THz, below both modes. At a mode frequency the induced moment is then $\omega_0^2/(\omega_0^2-\omega_n^2)$ times the static one, about $-0.18$ and $-0.03$ for the two modes. The mode frequencies themselves are unaffected to the digits given below.

In mode 1, at $3.72$ THz, A moves against M and X. With $p$ in $e/\sqrt{\rm u}$, $r$ in $\mu_B/($\AA$\sqrt{\rm u})$ and $\omega^2$ in eV/(\AA$^2$\,u), its contribution is
\begin{equation}
\frac{0.13115\times(-0.045058)}{0.056508}\times9.712\ \text{ps/m}=-1.02\ \text{ps/m}.
\end{equation}
In mode 2, at $7.93$ THz, M moves mainly against X:
\begin{equation}
\frac{0.71891\times0.097859}{0.257362}\times9.712\ \text{ps/m}=2.65\ \text{ps/m}.
\end{equation}
The modes oppose each other; with one more digit the terms are $-1.016$ and $2.655$, and they sum to $1.64$ ps/m. The product of charges is about $12$ times smaller in magnitude for mode 1, but its $1/\omega^2$ is $4.6$ times larger, so it still cancels more than a third of mode 2.

The split depends on the masses, whereas \eqref{eq:result} contains none. Doubling the mass of X changes the two terms to $-1.15$ and $2.79$ ps/m and leaves their sum at $1.64$ ps/m.

\section{Comparison}

The estimate of $2.9$ ps/m exceeds the exact lattice term of this model, $1.64$ ps/m, by a factor of $1.8$. To locate the difference, write out the four products in $Z^eK^{-1}Z^m$ with X fixed, in units of $e\,\mu_B\,$\AA/eV:
\begin{align}
\text{M--M}:&\quad 4\times0.07813\times0.9=0.281,\nonumber\\
\text{A--A}:&\quad 2\times0.20313\times(-0.3)=-0.122,\nonumber\\
\text{A--M and M--A}:&\quad 0.01562\,[2\times0.9+4\times(-0.3)]=0.009 .
\end{align}
The first product is what the estimate describes, and its $0.30$ lies within $7\%$ of $0.281$. Most of the error comes from the neglected sublattice A. Its charges are smaller, but it is held more softly, and its magnetic charge has the opposite sign relative to its electric charge. This division depends on which sublattice is fixed; the sum does not.

The scaling law \eqref{eq:scaling} therefore gives the size of one contribution and shows what enhances it: large charges, soft springs and, for the spin canting of this model, weak exchange. The last holds while $J\gg\kappa$, since the exact magnetic charge is $-md/(J+\kappa)$ and for $J\ge0$ its magnitude is bounded by $m|d|/\kappa$: it reaches half of this bound at $J=\kappa$ and approaches it as $J\to0$. The scaling law cannot give the sign or the size of a sum in which contributions compete. A softer spring may even reduce the sum: lowering $k_{AX}$ from $4$ to $2$ eV/\AA$^2$ strengthens the negative A term and brings the lattice response down to $0.92$ ps/m, and at $k_{AX}=1$ eV/\AA$^2$ it cancels almost completely. For that, the full contraction \eqref{eq:result} is needed.

\section*{Computed values}
\begin{verbatim}
Cell volume: 120.0 angstrom^3
Springs AX, MX, AM: 4.0 12.0 1.0 eV/angstrom^2
Quartic MX coefficient: 50.0 eV/angstrom^4
Exchange J, anisotropy kappa, sum J_s: 19.0 1.0 20.0 meV
Moment per spin: 3.0 mu_B
Ionic charges q (A,M,X): 2.0 4.0 -6.0 e
DM slopes d (A,M,X): 2.0 -6.0 4.0 meV/angstrom
DM field coefficient c: -0.00010 e angstrom
Masses (A,M,X): 140.0 110.0 100.0 u
K row A: 4.99980 -0.99940 -4.00040 eV/angstrom^2
K row M: -0.99940 12.99820 -11.99880 eV/angstrom^2
K row X: -4.00040 -11.99880 15.99920 eV/angstrom^2
Electric charges Ze (A,M,X): 1.99999 4.00003 -6.00002 e
Magnetic charges Zm (A,M,X): -0.30000 0.90000 -0.60000 mu_B/angstrom
Determinant of K with X fixed: 63.98960 eV^2/angstrom^4
Inverse K row A, X fixed: 0.203130 0.015618 angstrom^2/eV
Inverse K row M, X fixed: 0.015618 0.078135 angstrom^2/eV
u_A,u_M per electric field, X fixed: 0.46873 0.34378 angstrom/(V/angstrom)
u_A,u_M at mu0*H = 1 T, X fixed: -2.7137 3.7992 1e-6 angstrom
Ze K^-1 Zm: 0.168780 e mu_B angstrom/eV
Conversion of 1 e mu_B angstrom/eV: 9.71172 ps/m
Mode 1 frequency: 3.7163 THz
Mode 1 omega^2: 0.056508 eV/(angstrom^2 u)
Mode 1 eigenvector (A,M,X): 0.76876 -0.53881 -0.34450 (dimensionless)
Mode 1 electric charge: 0.13115 e/sqrt(u)
Mode 1 magnetic charge: -0.045058 mu_B/(angstrom sqrt(u))
Mode 1 alpha contribution: -1.01561 ps/m
Mode 2 frequency: 7.9309 THz
Mode 2 omega^2: 0.257362 eV/(angstrom^2 u)
Mode 2 eigenvector (A,M,X): 0.09487 0.62881 -0.77175 (dimensionless)
Mode 2 electric charge: 0.71891 e/sqrt(u)
Mode 2 magnetic charge: 0.097859 mu_B/(angstrom sqrt(u))
Mode 2 alpha contribution: 2.65475 ps/m
Mode contributions with X mass doubled: -1.15222 2.79136 ps/m
Lattice alpha_zx: 1.63914 ps/m
Clamped-ion alpha_zx: 0.14568 ps/m
Total alpha_zx, formula: 1.78482 ps/m
Total alpha_zx, relaxed dP/dH: 1.78482 ps/m
Total alpha_zx, relaxed mu0 dM/dE: 1.78482 ps/m
Lattice alpha_zx times light speed: 4.9140 1e-4 (dimensionless)
Total alpha_zx times light speed: 5.3508 1e-4 (dimensionless)
Polarization at mu0*H = 1 T: 1.4203 microC/m^2
\end{verbatim}
